# Polarization energy missing from a finite solvent cluster around an ion

## The error that a large cluster leaves

Suppose the energy of a monovalent ion in water is computed from a spherical cluster of radius 10 Å, standing in vacuum. The cluster holds about 140 water molecules, yet, in the dielectric model below, the work of charging the ion in this cluster lies about 0.71 eV above the work of charging it in unbounded water. A better treatment of electron correlation inside the cluster does not remove this error, because its source is the water that was left out. Doubling the radius takes eight times as many molecules and only halves the error.

These notes derive the leading term, which falls as $1/R$, and the first correction, which comes from the surface of the cluster.

## Model and sign convention

An ion of charge $qe$ sits at the centre of a cluster of radius $R$. The solvent has relative permittivity $\varepsilon$ and responds linearly. At first the cluster surface is taken as sharp. There are no mobile salt ions. Define

$$
\Delta E(R)=E_{\text{cluster}}(R)-E_{\text{bulk}} ,\qquad C=\frac{e^2}{4\pi\varepsilon_0}=14.40\ \text{eV Å}.
$$

A positive $\Delta E$ means that the cluster lacks stabilization, so $\Delta E$ must be subtracted from the cluster energy. With the static permittivity, the electrostatic energy is the reversible work of charging at fixed temperature, that is, a free energy.

## Leading term

Gauss's law for the displacement field involves the free charge alone. With spherical symmetry it gives, for any radial profile of the permittivity,

$$
D(r)=\frac{qe}{4\pi r^2}.
$$

The energy density in a linear medium is $D^2/(2\varepsilon_0\varepsilon)$. For $r<R$ the cluster and the bulk have the same permittivity and the same $D$, so their energy densities cancel in the difference. For $r>R$ the cluster has vacuum where the bulk has solvent:

$$
\Delta E=\int_R^\infty \frac{D^2}{2\varepsilon_0}\left(1-\frac1\varepsilon\right)4\pi r^2\,dr .
$$

Inserting $D$, the prefactors combine as

$$
\frac{1}{2\varepsilon_0}\,\frac{q^2e^2}{16\pi^2r^4}\,4\pi r^2
=\frac{q^2e^2}{8\pi\varepsilon_0}\,\frac1{r^2}
=\frac{q^2C}{2}\,\frac{1}{r^2}.
$$

Since $\int_R^\infty dr/r^2=1/R$,

$$
\boxed{\Delta E(R)=\frac{A}{R},\qquad A=\frac{q^2C}{2}\left(1-\frac1\varepsilon\right)}
$$

This is the Born formula with the cluster radius in place of the ion radius. The decay is slow because the energy density falls as $r^{-4}$ while the area of a shell grows as $r^2$.

The same result follows from bound charge. The polarization is $P=D(1-1/\varepsilon)$, so the outer surface of the cluster carries the bound charge $4\pi R^2P=qe(1-1/\varepsilon)$. Inside, this charged sphere produces the constant potential

$$
\phi=\frac{qe(1-1/\varepsilon)}{4\pi\varepsilon_0R}.
$$

In linear response the potential grows in proportion to the ion's charge during charging, so the work is $\tfrac12qe\,\phi=A/R$. The surface charge has the sign of the ion, so its potential adds to the work of charging, and $\Delta E$ is positive. It exerts no force on the ion, because this potential is constant inside the sphere.

If the solvent starts at a cavity radius $a$, the full solvation energy gain is the same integral taken from $a$, namely $A/a$. The omitted fraction is therefore $a/R$, while $\Delta E$ itself does not depend on $a$.

## First correction: where does the cluster end?

A molecular surface is not sharp. Let the permittivity change over a layer that is thin compared with $R$, and define

$$
f(r)=\frac{1/\varepsilon_{\text{cluster}}(r)-1/\varepsilon_{\text{bulk}}(r)}{1-1/\varepsilon}.
$$

This function is 0 well inside the cluster and 1 well outside. The energy difference is now

$$
\Delta E=A\int_0^\infty\frac{f(r)}{r^2}\,dr .
$$

Let $\theta(r-R)$ be the unit step, 0 for $r<R$ and 1 for $r>R$. Writing $f=\theta-(\theta-f)$ separates the sharp-surface result:

$$
\Delta E=\frac AR-A\int_0^\infty\frac{\theta(r-R)-f(r)}{r^2}\,dr .
$$

The remaining integrand differs from zero only in the surface layer. There $r=R+x$ with $|x|\ll R$, and

$$
\frac1{(R+x)^2}=\frac1{R^2}-\frac{2x}{R^3}+\dots
$$

Keeping the first term gives

$$
\boxed{\Delta E(R)=\frac AR-\frac{A\delta}{R^2}+O(R^{-3}),\qquad \delta=\int(\theta-f)\,dx}
$$

The length $\delta$ is the distance by which the dielectric surface lies outside the nominal radius. As a check, a sharp surface at $R+\delta$ gives $A/(R+\delta)$, whose expansion begins with the same two terms.

Relative to the leading term, the correction is $-\delta/R$. If the surface of a 10 Å cluster is uncertain by 1 Å, the Born term is uncertain by about 10 %, or 0.07 eV. The nominal radius therefore needs a definite rule, such as the radius of a sphere with the cluster's total volume. Such a rule fixes $R$ but does not make $\delta$ small. For a model profile $\varepsilon_{\text{cluster}}=1+(\varepsilon-1)/(1+u)$ with $u=e^{2x/w}$, centred on $R$, the definition gives $f=u/(\varepsilon+u)$, a step displaced outward by $\delta=\tfrac w2\ln\varepsilon$. For $\varepsilon=78$ and $w=0.5$ Å this is 1.1 Å. A local permittivity profile is only a rough picture of a real water surface.

## Numbers for water

Take $\varepsilon=78$, a rough room-temperature value, so that $1-1/\varepsilon=0.987$. For $q=1$ and $R=10$ Å,

$$
\Delta E=\frac{14.40\times0.987}{2\times10}\ \text{eV}=0.71\ \text{eV}\quad(69\ \text{kJ/mol}).
$$

With a chosen cavity radius of 2 Å, the full solvation gain is 3.55 eV, and the omitted fraction is $2/10=20\,\%$.

At number density $n$ the sphere holds $N=\tfrac43\pi nR^3$ molecules, so $R\propto N^{1/3}$ and $\Delta E\propto N^{-1/3}$. A density of 1.0 g/cm³ gives $n=0.0334$ Å⁻³. The counts below ignore the volume taken by the ion.

| $R$ (Å) | $\Delta E$ (eV) | $N$ |
|---:|---:|---:|
| 5 | 1.42 | 18 |
| 10 | 0.71 | 140 |
| 20 | 0.36 | 1120 |
| 40 | 0.18 | 9000 |
| 80 | 0.09 | 72000 |

For an error of 0.05 eV, solving $A/R=\Delta E$ for $R$ gives

$$
R=\frac{14.40\times0.987}{2\times0.05}\ \text{Å}=142\ \text{Å},
$$

which means about $4\times10^5$ molecules. Each halving of the error multiplies $N$ by 8. A local correlation method whose cost is linear in $N$ then costs 8 times more, and a method of cubic cost $8^3=512$ times more. Linear scaling does not make brute-force growth of the cluster a good route to the bulk limit.

Two changes of the process alter the number:

- **Higher charge.** Since $A\propto q^2$, the error at 10 Å is 2.84 eV for $q=2$. The energy of the step from $+1$ to $+2$, with the solvent relaxed in both states, is in error by $2.84-0.71=2.13$ eV.
- **Sudden ionization of a neutral solute.** The solvent nuclei have no time to move, and only the electrons respond. If the neutral solute's own field is neglected, $\varepsilon$ is replaced by the optical value, roughly 1.8, and the error at 10 Å is 0.32 eV (0.315 eV for $\varepsilon=1.333^2=1.777$).

## Removing the error

One remedy is to subtract $A/R$. By the expansion above, this leaves $-A\delta/R^2$.

If $A$ is not known, two cluster sizes $R_1<R_2$ can be used. Write $E(R)=E_\infty+A/R-A\delta/R^2$ and multiply by $R$, which turns the $A/R$ term into a constant that drops out of the difference:

$$
R_2E(R_2)-R_1E(R_1)=E_\infty(R_2-R_1)+A\delta\left(\frac1{R_1}-\frac1{R_2}\right).
$$

The last bracket equals $(R_2-R_1)/(R_1R_2)$. Division by $R_2-R_1$ gives

$$
\frac{R_2E(R_2)-R_1E(R_1)}{R_2-R_1}=E_\infty+\frac{A\delta}{R_1R_2}.
$$

The remaining error is again of second order in $1/R$. To this order it is opposite in sign and larger in size, by the factor $R_2/R_1$, than the error left by subtracting a known $A/R_2$ from the larger cluster.

## A model without a continuum

The program also replaces the continuum by a simple cubic lattice, of spacing $d$, of polarizable points that interact with one another. The ion takes one site. The polarizability $\alpha$ is fixed by the Clausius–Mossotti relation $\dfrac{\varepsilon-1}{\varepsilon+2}=\dfrac{4\pi}{3d^3}\,\dfrac{\alpha}{4\pi\varepsilon_0}$, which for $\varepsilon=2$ gives $\alpha/(4\pi\varepsilon_0)=3d^3/(16\pi)=0.0597\,d^3$. In units of $C/d$ for energy and $d$ for length, the Born coefficient is $A=\tfrac12(1-\tfrac12)=0.25$. The radius is that of a sphere with the volume of all sites, including the ion's.

Between $R=4.97$ and $R=12.99$ the raw energy changes by 0.0306. After subtraction of $A/R$ the change is 0.00045. The tests require the fitted slope against $1/R$ to agree with 0.25 within 6 %, and a $1/R$ law to fit better than $1/R^2$ or $1/R^3$. The fitted slope is 0.2465.

The small remainder shows the first correction. The corrected energies are $-0.34904$ at the smallest radius and $-0.34859$ at the largest, so

$$
A\delta=\frac{0.00045}{1/4.972^2-1/12.985^2}=0.013,\qquad \delta\approx0.05 .
$$

This value predicts $-0.34878$ at the intermediate radius 6.97, where the program prints $-0.34877$. A remainder falling as $1/R$ through the same end points would give $-0.34883$ there, so the $1/R^2$ form fits better. The agreement is not uniform: at radius 6.04 the prediction is $-0.34887$ and the program prints $-0.34884$. These comparisons are made by hand; the program asserts nothing about $\delta$. The low fitted slope is the same remainder seen another way and is not an independent check, since $\delta$ was fixed from the end points: between them, $A/R-A\delta/R^2$ has the mean slope

$$
A\left[1-\delta\left(\frac1{R_1}+\frac1{R_2}\right)\right]=0.25\,(1-0.052\times0.278)=0.246 .
$$

The stepped shape of the clusters does not produce $\delta$ by itself: with the same clusters and the same radius rule, $\delta$ goes to zero as $\varepsilon\to1$, where the points cease to interact, and it grows with $\varepsilon$. It therefore involves the mutual fields of the dipoles; the program does not isolate the mechanism further.

## Where the expansion fails

The derivation needs a centred ion and a spherical cluster, since otherwise Gauss's law alone does not fix $D$. Mobile salt ions would add free charge outside the solute and change $D$ at large distance. The response must be linear beyond $R$; close to the ion it need not be, provided that the inner region is the same in the cluster and in the bulk. The model also assumes that the solvent is unpolarized when the ion is uncharged. If the molecules at the cluster surface are oriented so as to form a dipole layer, the interior potential is shifted by some amount $\chi$, which adds a term $qe\chi$, linear in $q$, that does not vanish as $R$ grows and is not removed by subtracting $A/R$. Finally, $A/R$ corrects the long-range error alone. Errors of the electronic-structure method in the first solvation shells remain, as do changes of molecular arrangement that the cluster surface induces in the interior.

## Computed values

```
e^2/(4 pi eps0) = 14.3996 eV angstrom
input: static permittivity of water = 78
input: optical permittivity of water = 1.8
input: cavity radius = 2.0 angstrom
input: density = 1.0 g/cm^3
input: molar mass = 18.015 g/mol
number density = 0.03343 molecules/angstrom^3
factor 1 - 1/eps, static = 0.9872
omitted at 10 angstrom, Born = 0.7108 eV
omitted at 10 angstrom, Poisson = 0.7107 eV
omitted at 10 angstrom, field integral = 0.7108 eV
same in kJ/mol = 68.6
full solvation energy gain, Poisson = 3.554 eV
omitted fraction at 10 angstrom = 0.2000
omitted, optical permittivity = 0.320 eV
omitted, charge 2 = 2.843 eV
error of the step from +1 to +2 = 2.132 eV
R (angstrom), omitted energy (eV), water molecules:
    5  1.4215  18
   10  0.7108  140
   20  0.3554  1120
   40  0.1777  8962
   80  0.0888  71693
target error = 0.05 eV
radius for target = 142.2 angstrom
molecules for target = 4.02e+05
molecule factor on doubling R = 8
cubic-scaling cost factor = 512
lattice model: permittivity = 2.0
lattice polarizability/(4 pi eps0) = 0.05968 d^3
lattice: points, R/d, energy, Born-corrected energy
  (energies in e^2/(4 pi eps0 d)):
    514  4.972  -0.29876  -0.34904
    924  6.044  -0.30748  -0.34884
   1418  6.971  -0.31291  -0.34877
   2108  7.955  -0.31729  -0.34872
   3070  9.017  -0.32094  -0.34867
   5574  11.000  -0.32589  -0.34862
   9170  12.985  -0.32934  -0.34859
lattice slope against d/R, fitted = 0.2465
lattice slope against d/R, Born = 0.2500
lattice limit of large R, fitted = -0.34829
rms misfit of 1/R law = 2.68e-05 e^2/(4 pi eps0 d)
rms misfit of 1/R^2 law = 1.38e-03 e^2/(4 pi eps0 d)
rms misfit of 1/R^3 law = 2.56e-03 e^2/(4 pi eps0 d)
spread, raw = 0.03058 e^2/(4 pi eps0 d)
spread, corrected = 0.00045 e^2/(4 pi eps0 d)
```
